# A dipole tunnelling among six cubic-axis orientations: levels and polarizability: a numerical check

```python
"""
Result under test: a dipole p with six cubic-axis orientations and 90-degree
tunnelling jumps of amplitude -t has levels -4t (1), 0 (3), 2t (2), and the
zero-temperature static polarizability p^2/(6t), the same in all directions.
Symbols: t tunnelling amplitude, p dipole, u = p*field, s amplitude of
180-degree jumps, d strain shift of the z pair, kT thermal energy.
Tests compare closed formulas with diagonalization of the six-state matrix
built from the geometry, and with finite differences of its energies.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal

axes = np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0],
                 [0, -1, 0], [0, 0, 1], [0, 0, -1]])
overlap = axes @ axes.T
right_angle = (overlap == 0).astype(float)
opposite = (overlap == -1).astype(float)
z_pair = np.diag(np.abs(axes[:, 2]).astype(float))


def hamiltonian(t, s=0.0, d=0.0):
    return -t * right_angle - s * opposite + d * z_pair


def dipole_operator(p, direction):
    n = np.array(direction, float)
    return p * np.diag(axes @ (n / np.linalg.norm(n)))


def ground_energy(matrix):
    return np.linalg.eigvalsh(matrix)[0]


def numeric_alpha(matrix, dip, h=0.01):
    """Minus the second derivative of the ground energy in the field."""
    e = [ground_energy(matrix - f * dip) for f in (-h, 0.0, h)]
    return -(e[0] - 2 * e[1] + e[2]) / h**2


def induced_dipole(t, p, field):
    dip = dipole_operator(p, [0, 0, 1])
    vec = np.linalg.eigh(hamiltonian(t) - field * dip)[1][:, 0]
    return vec @ dip @ vec


# Exact levels and degeneracies by symbolic algebra
ts = sp.symbols("t", positive=True)
exact = (-ts * sp.Matrix(right_angle.astype(int))).eigenvals()
assert exact == {-4 * ts: 1, sp.Integer(0): 3, 2 * ts: 2}

# Ground state and the levels reached by the dipole operator
energies, states = np.linalg.eigh(hamiltonian(1.0))
ground = states[:, 0]
assert np.allclose(np.abs(ground), 1 / np.sqrt(6))
assert np.allclose(ground, ground[0])
Dz = dipole_operator(1.0, [0, 0, 1])
strength = (states.T @ Dz @ ground)**2
to_triplet = strength[1:4].sum()
to_doublet = strength[4:].sum()
assert abs(to_triplet - 1 / 3) < 1e-12 and to_doublet < 1e-12
odd_z = np.array([0, 0, 0, 0, 1, -1]) / np.sqrt(2)
from_odd = (states.T @ Dz @ odd_z)**2
assert abs(from_odd[0] - 1 / 3) < 1e-12
assert abs(from_odd[4:].sum() - 2 / 3) < 1e-12

# Polarizability: scaling with p and t, and isotropy
for t0, p0 in ((1.0, 1.0), (0.7, 1.3), (2.0, 0.6)):
    for direction in ([0, 0, 1], [1, 1, 1], [1, 2, -4]):
        found = numeric_alpha(hamiltonian(t0), dipole_operator(p0, direction))
        assert abs(found / (p0**2 / (6 * t0)) - 1) < 1e-5

# Fourth-order energy coefficient from a fourth difference
h4 = 0.05
e5 = [ground_energy(hamiltonian(1.0) - k * h4 * Dz) for k in range(-2, 3)]
fourth = np.dot([1, -4, 6, -4, 1], e5) / h4**4 / 24
assert abs(fourth * (-1728) - 1) < 0.01


def thermal_alpha(t, p, kT):
    """Closed formula, with the ground Boltzmann factor divided out."""
    g4, g6 = np.exp(-4 * t / kT), np.exp(-6 * t / kT)
    Z = 1 + 3 * g4 + 2 * g6
    return 2 * p**2 / Z * ((1 - g4) / (12 * t) + (g4 - g6) / (3 * t))


def free_energy(matrix, kT):
    e = np.linalg.eigvalsh(matrix)
    return e[0] - kT * np.log(np.exp(-(e - e[0]) / kT).sum())


for kT in (0.3, 1.0, 5.0):
    h = 0.005
    f3 = [free_energy(hamiltonian(1.0) - f * Dz, kT) for f in (-h, 0, h)]
    found = -(f3[0] - 2 * f3[1] + f3[2]) / h**2
    assert abs(found / thermal_alpha(1.0, 1.0, kT) - 1) < 1e-4
assert abs(thermal_alpha(1.0, 1.0, 0.02) * 6 - 1) < 1e-9
assert abs(thermal_alpha(1.0, 1.0, 1000.0) * 3000 - 1) < 0.01

# 180-degree jumps: levels and polarizability
for s0 in (0.1, 0.6):
    lev = np.linalg.eigvalsh(hamiltonian(1.0, s=s0))
    expected = sorted([-4 - s0] + 3 * [s0] + 2 * [2 - s0])
    assert np.allclose(lev, expected)
    found = numeric_alpha(hamiltonian(1.0, s=s0), Dz)
    assert abs(found * (6 + 3 * s0) - 1) < 1e-5


def strained_alpha(t, p, d):
    R = np.sqrt((d / 2 + t)**2 + 8 * t**2)
    E0 = d / 2 - t - R
    w = (1 - (d / 2 + t) / R) / 2
    return 2 * p**2 * w / (d - E0), p**2 * (1 - w) / (-E0)


Dx = dipole_operator(1.0, [1, 0, 0])
for d0 in (-2.0, -1.0, 0.5, 1.0, 3.0):
    zz, xx = strained_alpha(1.0, 1.0, d0)
    assert abs(numeric_alpha(hamiltonian(1.0, d=d0), Dz) / zz - 1) < 1e-4
    assert abs(numeric_alpha(hamiltonian(1.0, d=d0), Dx) / xx - 1) < 1e-4


def axis_average(d):
    m = hamiltonian(1.0, d=d)
    return (numeric_alpha(m, Dz) + 2 * numeric_alpha(m, Dx)) / 3


linear_term = (axis_average(0.01) - axis_average(-0.01)) / 0.02
zz_slope = (numeric_alpha(hamiltonian(1.0, d=0.01), Dz)
            - numeric_alpha(hamiltonian(1.0, d=-0.01), Dz)) / 0.02
assert abs(linear_term) < 1e-4 and abs(zz_slope) > 0.01

# Worked example: round parameters, internal units eV, nm, e, V/nm
t = 10e-6
p = 0.08
eps_host = 4.5
n_cm3 = 1e16
e = const.e
kB = const.k / e
alpha = p**2 / (6 * t)
alpha_SI = (p * e * 1e-9)**2 / (6 * t * e)
volume = alpha_SI / (4 * np.pi * const.epsilon_0) * 1e27
gap = 4 * t
kV_cm = 1e-4                      # one kV/cm expressed in V/nm

# Permittivity change: dilute formula against the full relation
lorentz = (eps_host + 2) / 3


def mossotti(extra):
    """Permittivity after adding extra = n*alpha/eps0 to the host."""
    x = (eps_host - 1) / (eps_host + 2) + extra / 3
    return (1 + 2 * x) / (1 - x)


slope = (mossotti(1e-5) - mossotti(-1e-5)) / 2e-5
assert abs(slope / lorentz**2 - 1) < 1e-6
bare = n_cm3 * 1e6 * alpha_SI / const.epsilon_0
delta_dilute = lorentz**2 * bare
delta_full = mossotti(bare) - eps_host
assert abs(delta_dilute / delta_full - 1) < 0.03

# Interaction of defects at the mean spacing n^(-1/3)
interaction = (lorentz**2 * (p * e * 1e-9)**2 * n_cm3 * 1e6
               / (4 * np.pi * const.epsilon_0 * eps_host) / e)

# Rocking in one well: harmonic angle, rotational constant B, quantum W
B, W = 2.3e-3, 30e-3
stiffness = W**2 / (2 * B)
theta = np.linspace(-2.5, 2.5, 801)
step = theta[1] - theta[0]
torque = 1e-3


def rocker(force):
    diag = 2 * B / step**2 + stiffness * theta**2 / 2 - force * theta
    off = -B / step**2 * np.ones(theta.size - 1)
    return eigh_tridiagonal(diag, off, select="i", select_range=(0, 1))


rock_levels, _ = rocker(0.0)
_, rock_vec = rocker(torque)
assert abs((rock_levels[1] - rock_levels[0]) / W - 1) < 1e-3
mean_angle = (rock_vec[:, 0]**2 * theta).sum()
assert abs(mean_angle / torque / (2 * B / W**2) - 1) < 1e-3
rock_alpha = (2 / 3) * 2 * p**2 * B / W**2

print(f"tunnelling amplitude t = {t*1e6:.1f} microeV")
print(f"dipole p = {p:.3f} e nm")
print(f"dipole p = {p*e*1e-9/(1e-21/const.c):.2f} debye")
for value, count in ((energies[0], 1), (energies[2], 3), (energies[5], 2)):
    print(f"level {value*t*1e6+0.0:.1f} microeV, states: {count}")
print(f"squared dipole element to triplet = {to_triplet:.4f} p^2")
print(f"gap 4t = {gap*1e6:.1f} microeV")
print(f"gap 4t/k = {gap/kB:.3f} K")
print(f"gap 4t/h = {gap*e/const.h/1e9:.2f} GHz")
print(f"polarizability = {alpha:.1f} e nm^2/V")
print(f"polarizability, SI = {alpha_SI:.3e} C m^2/V")
print(f"polarizability volume = {volume:.1f} nm^3")
print(f"field where pE = t: {t/p/kV_cm:.2f} kV/cm")
for F in (0.1, 1.0, 5.0):
    mu = induced_dipole(t, p, F * kV_cm)
    lin = alpha * F * kV_cm
    u = p * F * kV_cm / t
    print(f"field {F:.1f} kV/cm: pE/t = {u:.3f}")
    print(f"  linear dipole = {lin:.6f} e nm")
    print(f"  diagonalized dipole = {mu:.6f} e nm")
    print(f"  diagonalized/linear = {mu/lin:.5f}")
    print(f"  cubic-order ratio = {1+u**2/72:.5f}")
    if F < 2:
        assert abs(mu / lin - 1 - u**2 / 72) < 1e-3
print(f"fourth-order coefficient = {fourth:.4e} u^4/t^3")
print(f"host permittivity = {eps_host:.1f}")
print(f"defect concentration = {n_cm3:.1e} cm^-3")
print(f"local-field factor (eps+2)/3 = {lorentz:.3f}")
print(f"n alpha/eps0 = {bare:.4f}")
print(f"permittivity rise, dilute = {delta_dilute:.4f}")
print(f"permittivity rise, full relation = {delta_full:.4f}")
for T in (0.05, 1.0):
    ratio = thermal_alpha(t, p, kB * T) / alpha
    print(f"T = {T:.2f} K: alpha(T)/alpha(0) = {ratio:.4f}")
print(f"Curie law at 1 K / alpha(0) = {p**2/(3*kB)/alpha:.4f}")
jump_ratio = numeric_alpha(hamiltonian(1.0, s=0.1), Dz) * 6
print(f"180-degree jumps s = 0.1t: alpha ratio = {jump_ratio:.4f}")
for d0 in (1.0, -1.0):
    zz, xx = strained_alpha(1.0, 1.0, d0)
    print(f"strain shift {d0*t*1e6:+.1f} microeV on z pair:")
    print(f"  alpha_zz ratio = {6*zz:.3f}, alpha_xx ratio = {6*xx:.3f}")
    print(f"  axis-averaged ratio = {2*(zz+2*xx):.3f}")
print(f"defect interaction = {interaction*1e6:.3f} microeV")
print(f"defect interaction / gap = {interaction/gap:.5f}")
print(f"rocking: B = {B*1e3:.1f} meV, quantum W = {W*1e3:.1f} meV")
print(f"rocking polarizability / alpha = {rock_alpha/alpha:.2e}")
print("finished without a failed check")
```

It prints:

```
tunnelling amplitude t = 10.0 microeV
dipole p = 0.080 e nm
dipole p = 3.84 debye
level -40.0 microeV, states: 1
level -0.0 microeV, states: 3
level 20.0 microeV, states: 2
squared dipole element to triplet = 0.3333 p^2
gap 4t = 40.0 microeV
gap 4t/k = 0.464 K
gap 4t/h = 9.67 GHz
polarizability = 106.7 e nm^2/V
polarizability, SI = 1.709e-35 C m^2/V
polarizability volume = 153.6 nm^3
field where pE = t: 1.25 kV/cm
field 0.1 kV/cm: pE/t = 0.080
  linear dipole = 0.001067 e nm
  diagonalized dipole = 0.001067 e nm
  diagonalized/linear = 1.00009
  cubic-order ratio = 1.00009
field 1.0 kV/cm: pE/t = 0.800
  linear dipole = 0.010667 e nm
  diagonalized dipole = 0.010755 e nm
  diagonalized/linear = 1.00830
  cubic-order ratio = 1.00889
field 5.0 kV/cm: pE/t = 4.000
  linear dipole = 0.053333 e nm
  diagonalized dipole = 0.052717 e nm
  diagonalized/linear = 0.98844
  cubic-order ratio = 1.22222
fourth-order coefficient = -5.7820e-04 u^4/t^3
host permittivity = 4.5
defect concentration = 1.0e+16 cm^-3
local-field factor (eps+2)/3 = 2.167
n alpha/eps0 = 0.0193
permittivity rise, dilute = 0.0906
permittivity rise, full relation = 0.0919
T = 0.05 K: alpha(T)/alpha(0) = 1.0000
T = 1.00 K: alpha(T)/alpha(0) = 0.2298
Curie law at 1 K / alpha(0) = 0.2321
180-degree jumps s = 0.1t: alpha ratio = 0.9524
strain shift +10.0 microeV on z pair:
  alpha_zz ratio = 0.678, alpha_xx ratio = 1.190
  axis-averaged ratio = 1.020
strain shift -10.0 microeV on z pair:
  alpha_zz ratio = 1.469, alpha_xx ratio = 0.806
  axis-averaged ratio = 1.027
defect interaction = 0.096 microeV
defect interaction / gap = 0.00240
rocking: B = 2.3 meV, quantum W = 30.0 meV
rocking polarizability / alpha = 2.04e-04
finished without a failed check
```
